# Antisymmetric Stretch of a Bent Si–O–Si Molecule and Its Angle Dependence, part 1

(Sections cited here and not found follow in the second part.)

## First half: deriving the frequency

### The decision that hangs on the result

To calculate the stretching vibration of an oxygen atom bridging two silicon atoms, one must decide which atoms to displace when the force constants are computed. Displacing the oxygen atom alone and keeping only the force on oxygen is the simplest choice. This treats silicon as infinitely heavy, which may seem reasonable because a silicon atom has nearly twice the mass of an oxygen atom. In the model worked out below, with a bond angle of 160°, this choice gives 980 cm⁻¹, whereas letting the silicon atoms move gives 1115 cm⁻¹. The difference is 12% of the larger value.

The same formula decides a second question: whether a measured or calculated frequency can be turned into a bond angle. The frequency does depend on the angle, but weakly near the linear geometry, and the force constant has to be known well.

Both questions can be studied in a free molecule of three atoms. For oxygen in a silicon crystal this molecule is a model, since it leaves out the bonds that tie the two silicon atoms to the rest of the crystal. Their effect is examined in the second half.

### The molecule and its energy

The oxygen atom has mass $m$ and each silicon atom has mass $M$. At equilibrium both bonds have length $r$, and the angle between them, measured at oxygen, is $\theta$, with $0<\theta<\pi$. Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are one. An angular frequency $\omega$ then has the same numerical value as the energy $\hbar\omega$ in hartree.

The electronic energy does not change when the whole molecule is translated or rotated. It is therefore a function of three internal coordinates: the two bond lengths and the angle. Let $\delta r_1$, $\delta r_2$ and $\delta\theta$ be their departures from equilibrium. At a minimum the first derivatives with respect to all three vanish, so the expansion begins at second order.

A general quadratic form in three variables has six coefficients. Exchanging the two equivalent bonds must leave the energy unchanged. The two bond-stretching coefficients are therefore equal, and so are the two couplings between a bond and the angle. Four constants remain:

$$
V=\tfrac12 f(\delta r_1^2+\delta r_2^2)+f'\,\delta r_1\delta r_2
+\tfrac12 h\,\delta\theta^2+g(\delta r_1+\delta r_2)\delta\theta .
$$

Here $f$ is the stretching constant of one bond, $f'$ couples the two stretches, $h$ is the bending constant, and $g$ couples stretching to bending. The term with $f'$ has no factor one half in front; this fixes the meaning of $f'$ in everything that follows.

The equilibrium must be stable, so $V$ must be positive for every distortion. For $\delta r_1=-\delta r_2$ and $\delta\theta=0$ the energy is $(f-f')\delta r_2^2$, which requires $f>f'$. For $\delta r_1=\delta r_2=\rho$ it is

$$
(f+f')\rho^2+\tfrac12h\,\delta\theta^2+2g\rho\,\delta\theta ,
$$

which is positive for all nonzero distortions when $h>0$ and $(f+f')h>2g^2$. Apart from these conditions the four constants are free.

### Bond changes to first order

Put the equilibrium position of oxygen at the origin and the molecule in the $xy$ plane, with the bisector of the bond angle along $-y$. Define

$$
s=\sin\frac{\theta}{2},\qquad c=\cos\frac{\theta}{2}.
$$

The unit vectors from oxygen to the silicon atoms are

$$
\mathbf e_1=(-s,-c,0),\qquad \mathbf e_2=(s,-c,0).
$$

Their scalar product is $-s^2+c^2=\cos\theta$, as it must be.

Let $\mathbf u_1$, $\mathbf u_2$ and $\mathbf u_O$ be the displacements of the atoms from equilibrium, and let $\mathbf w_i=\mathbf u_i-\mathbf u_O$. The new length of bond $i$ satisfies

$$
(r+\delta r_i)^2=|r\mathbf e_i+\mathbf w_i|^2
=r^2+2r\,\mathbf e_i\cdot\mathbf w_i+|\mathbf w_i|^2 .
$$

The left side is $r^2+2r\,\delta r_i+\delta r_i^2$. Cancelling $r^2$ and keeping first-order terms gives

$$
\delta r_i=\mathbf e_i\cdot(\mathbf u_i-\mathbf u_O).
$$

The neglected part of $\delta r_i$ is of second order in the displacements. In $V$ it is multiplied by another small quantity, and so it first appears at third order, which a harmonic calculation discards. This step uses the equilibrium condition. If a bond were under tension, $V$ would contain a term linear in $\delta r_i$, and the second-order part of $\delta r_i$ would then contribute to the harmonic forces.

### Separating the motions by symmetry

The molecule is unchanged by the mirror operation that reverses $x$ and exchanges the two silicon atoms. Applied to a set of displacements, the operation gives silicon atom 1 the displacement of atom 2 with its $x$ component reversed, and the other way round. For oxygen it reverses the $x$ component.

Every set of displacements is a sum of an even part, which the mirror operation leaves unchanged, and an odd part, which changes sign. Since the silicon masses are equal, both the kinetic energy and $V$ are invariant under the operation. A product of an even and an odd amplitude would change sign, so no such product can appear in either energy. Even and odd motions therefore evolve independently in the harmonic approximation.

The antisymmetric stretch lengthens one bond while it shortens the other, so it is odd. The odd displacements follow from setting the mirrored displacements equal to minus the original ones:

- The $x$ components on the two silicon atoms are equal.
- The $y$ components on the two silicon atoms are opposite, and so are the $z$ components.
- Oxygen moves along $x$ alone.

Consider the $z$ components first. Opposite displacements of the silicon atoms along $z$, with oxygen at rest, are perpendicular to both bonds, so $\delta r_1=\delta r_2=0$ to first order. They are the displacements of a small rotation about the $y$ axis, which passes through oxygen. They cost no energy and can be set aside.

What remains is motion in the plane with three amplitudes:

$$
\mathbf u_1=(a,b,0),\qquad \mathbf u_2=(a,-b,0),\qquad
\mathbf u_O=(q,0,0).
$$

A translation along $x$ and a rotation about an axis parallel to $z$ account for two of the three degrees of freedom. One vibration is left. Because it is alone in its symmetry class, its frequency can be found without solving a coupled vibrational problem.

### The distortion produced by an odd motion

Insert the displacements into the first-order bond changes. For bond 2,

$$
\delta r_2=(s,-c)\cdot(a-q,-b)=s(a-q)+cb .
$$

For bond 1,

$$
\delta r_1=(-s,-c)\cdot(a-q,b)=-s(a-q)-cb .
$$

The two changes are equal and opposite. Call the common magnitude, with its sign, $S$:

$$
S=s(a-q)+cb,\qquad \delta r_2=S,\qquad \delta r_1=-S .
$$

The angle change can be obtained explicitly. Let $\phi_i$ be the angle between bond $i$ and the bisector, so that $\theta=\phi_1+\phi_2$. The unit vectors in the direction of increasing $\phi_1$ and $\phi_2$ are $(-c,s)$ and $(c,s)$. Dividing the relative displacement along these vectors by the bond length gives

$$
\delta\phi_1=\frac{-c(a-q)+sb}{r},\qquad
\delta\phi_2=\frac{c(a-q)-sb}{r}.
$$

Their sum is zero, so $\delta\theta=0$ to first order. Both bonds turn in the same sense, and the angle between them stays the same.

The potential energy of the odd motion now becomes

$$
V=\tfrac12f(S^2+S^2)+f'(-S)(S)=(f-f')S^2=kS^2,
\qquad k=f-f' .
$$

The bending term vanishes because $\delta\theta=0$. The stretch–bend term vanishes for two reasons, since $\delta r_1+\delta r_2$ is also zero. The minus sign in $k$ arises because one bond is shortened when the other is lengthened. A positive $f'$ therefore lowers the energy of this distortion.

### Equations of motion

The two silicon atoms have the same speed, with squared velocity $\dot a^2+\dot b^2$. The kinetic energy is

$$
T=2\times\tfrac12M(\dot a^2+\dot b^2)+\tfrac12m\dot q^2
=M(\dot a^2+\dot b^2)+\tfrac12m\dot q^2 .
$$

The derivatives of $S$ with respect to the three amplitudes are

$$
\frac{\partial S}{\partial a}=s,\qquad
\frac{\partial S}{\partial b}=c,\qquad
\frac{\partial S}{\partial q}=-s .
$$

Since $\partial V/\partial S=2kS$, Lagrange's equations read

$$
2M\ddot a=-2ksS,\qquad 2M\ddot b=-2kcS,\qquad m\ddot q=2ksS .
$$

The factor 2 on the left of the first two equations comes from the two silicon atoms. It cancels there, but the oxygen equation keeps its factor 2:

$$
M\ddot a=-ksS,\qquad M\ddot b=-kcS,\qquad m\ddot q=2ksS .
$$

Two conservation laws confirm the signs. The total momentum along $x$ is $2M\dot a+m\dot q$, and its rate of change is $-2ksS+2ksS=0$. The angular momentum about the origin, to first order in the displacements, is

$$
L=2Mr(c\dot a-s\dot b).
$$

To verify this, use $L=\sum M(x\dot u_y-y\dot u_x)$. Atom 1 at $(-rs,-rc)$ contributes $M(-rs\dot b+rc\dot a)$, and atom 2 at $(rs,-rc)$ contributes the same amount. The rate of change is $2r(-ksc+ksc)S=0$. No separate condition is needed to remove translation and rotation: the forces, derived from an energy that depends on $S$, respect both laws.

### A single closed equation

All three accelerations are proportional to $S$. Differentiating $S$ twice in time and inserting them gives

$$
\begin{aligned}
\ddot S&=s(\ddot a-\ddot q)+c\ddot b\\
&=s\left(-\frac{ksS}{M}-\frac{2ksS}{m}\right)-\frac{kc^2S}{M}\\
&=-k\left[\frac{s^2+c^2}{M}+\frac{2s^2}{m}\right]S .
\end{aligned}
$$

With $s^2+c^2=1$ and $2s^2=1-\cos\theta$, this is the equation of a harmonic oscillator, $\ddot S=-\omega^2S$, with

$$
\boxed{\;\omega^2=k\left[\frac1M+\frac{1-\cos\theta}{m}\right],
\qquad k=f-f'\;}
$$

The bond length has dropped out, as have $h$ and $g$. Within the harmonic approximation no further approximation was made. In particular, the mass ratio $m/M$ was not assumed small.

### The same result from forces on atoms

A second route shows where each term comes from. In the odd motion the tension in bond 2 is

$$
\frac{\partial V}{\partial(\delta r_2)}=f\delta r_2+f'\delta r_1+g\,\delta\theta
=(f-f')S=kS ,
$$

and the tension in bond 1 is $-kS$. No torque acts to change the angle, because $h\,\delta\theta+g(\delta r_1+\delta r_2)=0$. Silicon atom 2 is pulled back towards oxygen, so

$$
M\ddot{\mathbf u}_2=-kS\,\mathbf e_2 .
$$

Oxygen is pulled towards atom 2 by the stretched bond and pushed away from atom 1 by the compressed one:

$$
m\ddot{\mathbf u}_O=kS(\mathbf e_2-\mathbf e_1).
$$

The acceleration of the length of bond 2 is therefore

$$
\ddot S=\mathbf e_2\cdot(\ddot{\mathbf u}_2-\ddot{\mathbf u}_O)
=-kS\left[\frac1M+\frac{1-\mathbf e_1\cdot\mathbf e_2}{m}\right].
$$

Since $\mathbf e_1\cdot\mathbf e_2=\cos\theta$, this is the boxed result. The silicon term involves one atom and the direction of its own bond, so it contains no angle. The oxygen term contains the angle because two bonds act on the same atom.

## Second half: motion, angle dependence and use

### Symbols and results carried over

The masses of oxygen and of each silicon atom are $m$ and $M$; $\theta$ is the equilibrium angle at oxygen; $s=\sin(\theta/2)$ and $c=\cos(\theta/2)$. The constant $k=f-f'$ is the stretching constant of one bond minus the coupling between the two stretches. The unit vectors $\mathbf e_1$ and $\mathbf e_2$ point from oxygen to the silicon atoms. In the odd motion the silicon displacements are $(a,b)$ and $(a,-b)$, oxygen moves by $q$ along $x$, the direction of the Si–Si line, and bond 2 lengthens by $S=s(a-q)+cb$. The equations of motion and the frequency are

$$
M\ddot a=-ksS,\quad M\ddot b=-kcS,\quad m\ddot q=2ksS,\qquad
\omega^2=k\left[\frac1M+\frac{x}{m}\right],
$$

with the abbreviation $x=1-\cos\theta=2s^2$.

### How the atoms move

In the vibration every amplitude satisfies $\ddot a=-\omega^2a$, and likewise for $b$ and $q$. With $A=kS/\omega^2$, the equations of motion give

$$
a=\frac{As}{M},\qquad b=\frac{Ac}{M},\qquad q=-\frac{2As}{m}.
$$

Hence $\mathbf u_2=(a,-b)=(A/M)\mathbf e_2$ and $\mathbf u_1=(a,b)=-(A/M)\mathbf e_1$. Each silicon atom moves along its own bond, one outwards and the other inwards. Oxygen moves parallel to the Si–Si line, against the $x$ component of the silicon motion. The amplitude ratio is

$$
\frac{|\mathbf u_{Si}|}{|\mathbf u_O|}=\frac{1/M}{2s/m}=\frac{m}{2Ms}.
$$

The kinetic energy is shared in a fixed proportion. Apart from the common factor $\dot A^2$, oxygen has $\tfrac12m(2s/m)^2=2s^2/m=x/m$, and the two silicon atoms together have $M(s^2+c^2)/M^2=1/M$. The oxygen share is therefore

$$
P=\frac{x/m}{1/M+x/m}.
$$

The terms $1/M$ and $x/m$ in $\omega^2$ stand in the same ratio as the kinetic energies of silicon and oxygen.

The frequency of the antisymmetric stretch has been derived for the free molecule with finite silicon mass, together with the motion of the atoms and their shares of the kinetic energy. What remains is how the frequency depends on the bond angle, a worked example, whether an isotope shift can give the angle, and what the surrounding crystal and other conditions change.
